**Ryabinkin–Kohut–Staroverov potential: a one-dimensional pair and the beryllium atom**

The program examines $v_{xc}=v_{\rm hole}+\bar\varepsilon_{KS}-\bar\varepsilon_{WF}+\tau_P^{WF}/\rho-\tau_P^{KS}/\rho$. Here $v_{\rm hole}$ is the potential of the exchange-correlation hole, $\bar\varepsilon$ the density-weighted mean orbital or Dyson energy, $\tau_P$ the Pauli kinetic energy density and $\rho$ the density. For two same-spin electrons in a one-dimensional trap it asserts agreement with a Newton inversion of the density within $10^{-4}$ hartree; the largest deviation found is $4.6\times10^{-7}$ hartree where the density exceeds $10^{-3}$ per bohr. It also asserts that omitting the Pauli terms or the mean energies makes the deviation more than ten times larger.

For beryllium, treated by full CI in a 10s3p Gaussian basis, it asserts the hole sum rule, the Dyson form of the generalised Fock matrix, the pair form of $\tau_P$ and the identity for the part of the kinetic term that depends on the density alone. It further asserts that the formula stays finite near the nucleus, and that between 0.02 and 5 bohr it has less total variation and fewer extrema than direct inversion. The output shows that this advantage lies mainly in the core: between 0.2 and 5 bohr the total variations are nearly equal. The Kohn–Sham and full-CI densities differ by an integrated 0.046 electrons, so the finite-basis potential does not reproduce the reference density fully.

## Numerical verification

```python
# Result under test (Ryabinkin-Kohut-Staroverov equation, atomic units):
#   v_xc = v_hole + ebar_KS - ebar_WF + tauP_WF/rho - tauP_KS/rho
# v_hole: potential of the exchange-correlation hole; rho: electron density
# ebar_KS: sum_i eps_i |phi_i|^2 / rho over occupied Kohn-Sham orbitals
# ebar_WF: sum_k (E_N - E_k) |d_k|^2 / rho over Dyson orbitals d_k
# tauP: Pauli kinetic energy density, tau - |grad rho|^2 / (8 rho)
# Case A: two same-spin electrons in one dimension, against Newton inversion.
# Case B: Be atom, full CI in a Gaussian basis, smoothness of the potential.
import numpy as np
from scipy.linalg import eigh
from scipy.sparse.linalg import eigsh
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo
from pyscf.fci import direct_spin1 as fci1
from pyscf.fci.addons import des_a

EV = physical_constants['Hartree energy in eV'][0]

# ---------------- Case A: one-dimensional pair ----------------
npt, step, omega, soft = 71, 0.42, 0.15, 1.5
x = (np.arange(npt) - npt // 2) * step
diff = np.subtract.outer(np.arange(npt), np.arange(npt))
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kin = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / step**2
der = np.where(diff == 0, 0.0, sign / safe) / step
trap = 0.5 * omega**2 * x**2
h_one = kin + np.diag(trap)
repel = 1 / np.sqrt(np.subtract.outer(x, x)**2 + soft**2)
a, b = np.triu_indices(npt, 1)
same = np.eye(npt)
ham = h_one[np.ix_(a, a)] * same[np.ix_(b, b)]
ham += h_one[np.ix_(b, b)] * same[np.ix_(a, a)]
ham -= h_one[np.ix_(a, b)] * same[np.ix_(b, a)]
ham -= h_one[np.ix_(b, a)] * same[np.ix_(a, b)]
ham[np.diag_indices(len(a))] += repel[a, b]
e_pair, vec = eigsh(ham, k=1, sigma=0.0, which='LM', v0=np.ones(len(a)))
e_pair = e_pair[0]
del ham
psi = np.zeros((npt, npt))
psi[a, b] = vec[:, 0] / np.sqrt(2)
psi -= psi.T
rho1 = 2 * np.sum(psi**2, axis=1) / step
dpsi = der @ psi
tau = np.sum(dpsi**2, axis=1) / step
grad = 4 * np.sum(psi * dpsi, axis=1) / step
pauli_wf1 = (tau - grad**2 / (8 * rho1)) / rho1
hartree1 = step * repel @ rho1
hole1 = 2 * np.sum(psi**2 * repel, axis=1) / (step * rho1) - hartree1
e_ion1, states = eigh(h_one)
dyson = np.sqrt(2) * psi @ states
ebar_wf1 = (dyson**2 @ (e_pair - e_ion1)) / (step * rho1)

# Newton inversion of the density; the tested equation is not used here
v_s = trap + 0.5 * hartree1
for it in range(36):
    eps, orb = eigh(kin + np.diag(v_s))
    rho_s = np.sum(orb[:, :2]**2, axis=1) / step
    resp = np.zeros((npt, npt))
    for i in range(2):
        prod = orb[:, i:i + 1] * orb[:, 2:]
        resp += 2 * (prod / (eps[i] - eps[2:])) @ prod.T / step
    cut = 10.0**(-2 - 0.25 * min(it, 32))
    change = np.linalg.lstsq(resp, rho1 - rho_s, rcond=cut)[0]
    v_s = v_s + np.clip(change, -0.5, 0.5)
eps, orb = eigh(kin + np.diag(v_s))
shift = (e_pair - e_ion1[0]) - eps[1]
v_s, eps = v_s + shift, eps + shift
phi = orb[:, :2] / np.sqrt(step)
dphi = der @ phi
rho_s = np.sum(phi**2, axis=1)
inv_err = step * np.sum(abs(rho_s - rho1))
assert inv_err < 1e-6
tau_s = 0.5 * np.sum(dphi**2, axis=1)
grad_s = 2 * np.sum(phi * dphi, axis=1)
pauli_ks1 = (tau_s - grad_s**2 / (8 * rho_s)) / rho_s
ebar_ks1 = phi**2 @ eps[:2] / rho_s
v_inv = v_s - trap - hartree1
v_form = hole1 + ebar_ks1 - ebar_wf1 + pauli_wf1 - pauli_ks1
inside = rho1 > 1e-3
dev_full = np.max(abs(v_form - v_inv)[inside])
dev_nopauli = np.max(abs(v_form - pauli_wf1 + pauli_ks1 - v_inv)[inside])
dev_noebar = np.max(abs(v_form - ebar_ks1 + ebar_wf1 - v_inv)[inside])
print(f"A: trap frequency {omega} hartree/hbar, softening {soft} bohr")
print(f"A: grid points {npt}, spacing {step} bohr")
print(f"A: pair energy {e_pair:.6f} hartree")
print(f"A: HOMO energy set to E2-E1 = {e_pair - e_ion1[0]:.6f} hartree")
print(f"A: density error of Newton inversion {inv_err:.1e} electrons")
for k in (0, 5, 10, 15):
    j = npt // 2 + k
    print(f"A: x={x[j]:.2f} bohr: v_xc inversion {v_inv[j]:.6f},"
          f" formula {v_form[j]:.6f} hartree")
print(f"A: max deviation, full formula {dev_full:.1e} hartree")
print(f"A: max deviation without Pauli terms {dev_nopauli:.1e} hartree")
print(f"A: max deviation without ebar terms {dev_noebar:.1e} hartree")
assert dev_full < 1e-4
assert dev_nopauli > 10 * dev_full and dev_noebar > 10 * dev_full

# ---------------- Case B: beryllium, full CI ----------------
Z, ns, n_p = 4, 10, 3
s_exp = [0.04 * 3.0**k for k in range(ns)]
p_exp = [0.06 * 5.0**k for k in range(n_p)]
shells = [[0, [z, 1.0]] for z in s_exp] + [[1, [z, 1.0]] for z in p_exp]
mol = gto.M(atom='Be 0 0 0', basis={'Be': shells}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
C = mf.mo_coeff
n = C.shape[1]
hcore, S = mf.get_hcore(), mf.get_ovlp()
h1 = C.T @ hcore @ C
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), n)
e_fci, ci = fci1.kernel(h1, eri, n, (2, 2), conv_tol=1e-11, max_cycle=100)
ci = np.asarray(ci)
e_cat, _ = fci1.kernel(h1, eri, n, (1, 2), conv_tol=1e-11, max_cycle=100)
ion = e_cat - e_fci
dm1, dm2 = fci1.make_rdm12(ci, n, (2, 2))
# hole sum rule: the conditional density holds N-1 electrons
assert np.allclose(np.einsum('pqrr->pq', dm2), 3 * dm1, atol=1e-8)

# generalised Fock matrix against the ionised-state construction
gfock = h1 @ dm1 + np.einsum('prst,qrst->pq', eri, dm2, optimize=True)
heff = fci1.absorb_h1e(h1, eri, n, (1, 2), 0.5)
holes = [des_a(ci, n, (2, 2), p) for p in range(n)]
hh = np.array([fci1.contract_2e(heff, v, n, (1, 2)).ravel() for v in holes])
holes = np.array([v.ravel() for v in holes])
g_dyson = 2 * (e_fci * holes @ holes.T - hh @ holes.T)
fock_err = np.max(abs(gfock - g_dyson))
assert fock_err < 1e-4

# radial points: a table (zero weight) followed by quadrature nodes
table = np.array([1e-4, 0.01, 0.05, 0.1, 0.3, 0.5, 1.0, 2.0, 4.0, 6.0])
nt = len(table)
t, wt = np.polynomial.legendre.leggauss(240)
t, wt = (t + 1) / 2, wt / 2
r = np.concatenate([table, 20 * t**3])
vol = np.concatenate([np.zeros(nt), 4 * np.pi * 60 * t**2 * wt]) * r**2
pts = np.zeros((len(r), 3))
pts[:, 2] = r
ao = mol.eval_gto('GTOval_sph_deriv2', pts)


def fields(dm):
    """density, tau, Pauli tau and Laplacian-form tau for an AO matrix"""
    left = ao[0] @ dm
    dens = np.sum(left * ao[0], axis=1)
    gr = [2 * np.sum(left * ao[k], axis=1) for k in (1, 2, 3)]
    ta = 0.5 * sum(np.sum((ao[k] @ dm) * ao[k], axis=1) for k in (1, 2, 3))
    lap = ao[4] + ao[7] + ao[9]
    tl = -0.5 * np.sum(left * lap, axis=1)
    return dens, ta, ta - sum(g**2 for g in gr) / (8 * dens), tl


dm_wf = C @ dm1 @ C.T
rho_wf, tau_wf, tp_wf, tl_wf = fields(dm_wf)
coul = []
for point in pts:
    with mol.with_rinv_origin(point):
        coul.append(mol.intor('int1e_rinv'))
coul = np.array(coul)
hartree = np.einsum('grs,rs->g', coul, dm_wf)
coul_mo = np.einsum('pi,gpq,qj->gij', C, coul, C, optimize=True)
mo = ao[0] @ C
cond = (coul_mo.reshape(len(r), -1) @ dm2.reshape(n * n, n * n).T)
cond = cond.reshape(len(r), n, n)
v_hole = np.einsum('gpq,gp,gq->g', cond, mo, mo) / rho_wf - hartree
ebar_wf = np.einsum('gp,pq,gq->g', mo, gfock, mo) / rho_wf

# pair form of the Pauli density from natural orbitals
occ, nat = eigh(dm1)
nv = np.array([ao[k] @ C @ nat for k in range(4)])
pair = np.zeros(len(r))
for k in (1, 2, 3):
    w = nv[0][:, :, None] * nv[k][:, None, :]
    w = w - w.transpose(0, 2, 1)
    pair += np.einsum('gij,i,j->g', w**2, occ, occ) / (4 * rho_wf)
near = r < 10
assert np.allclose((pair / rho_wf)[near], (tp_wf / rho_wf)[near], atol=1e-6)

# self-consistent solution; occupied orbitals are 1s and 2s
aos, daos = ao[0][:, :ns], ao[3][:, :ns]
Ss = S[:ns, :ns]
quad_err = np.max(abs((aos * vol[:, None]).T @ aos - Ss))
assert quad_err < 1e-7
f_fixed = hcore + mf.get_j(mol, dm_wf)
wf_part = v_hole - ebar_wf + tp_wf / rho_wf
v_xc = v_hole.copy()
for cycle in range(1, 4001):
    vmat = (aos * (vol * v_xc)[:, None]).T @ aos
    eps, cs = eigh(f_fixed[:ns, :ns] + vmat, Ss)
    ph, dph = aos @ cs[:, :2], daos @ cs[:, :2]
    rho_ks = 2 * np.sum(ph**2, axis=1)
    wron = ph[:, 0] * dph[:, 1] - ph[:, 1] * dph[:, 0]
    pauli_ks = 2 * wron**2 / rho_ks**2
    ebar_ks = 2 * ph**2 @ (eps[:2] - eps[1] - ion) / rho_ks
    v_new = wf_part + ebar_ks - pauli_ks
    update = np.sum(vol * rho_ks * abs(v_new - v_xc))
    if update < 1e-9:
        break
    v_xc = 0.5 * (v_xc + v_new)
assert update < 1e-7
dm_ks = np.zeros((n, n))
dm_ks[:ns, :ns] = 2 * cs[:, :2] @ cs[:, :2].T
rho_ks, tau_ks, tp_ks, tl_ks = fields(dm_ks)
assert np.allclose((tp_ks / rho_ks)[near], pauli_ks[near], atol=1e-6)
mismatch = np.sum(vol * abs(rho_ks - rho_wf))
assert mismatch < 0.05
assert abs(eps[1] + ion) < 0.01
pz = ns + 2 + 3 * np.arange(n_p)
aop = ao[0][:, pz]
fp = f_fixed[np.ix_(pz, pz)] + (aop * (vol * v_xc / 3)[:, None]).T @ aop
e_2p = eigh(fp, S[np.ix_(pz, pz)], eigvals_only=True)[0]
assert e_2p > eps[1]

# direct pointwise inversion of the same Kohn-Sham orbitals
ebar_act = 2 * ph**2 @ eps[:2] / rho_ks
v_dir = ebar_act - tl_ks / rho_ks + Z / r - hartree
res_ks = v_xc - v_dir
res_wf = tl_wf / rho_wf - Z / r + hartree + v_hole - ebar_wf


def root_density(radius):
    val = mol.eval_gto('GTOval_sph', np.array([[0.0, 0.0, radius]]))[0]
    return np.sqrt(val @ dm_ks @ val)


# Laplacian minus Pauli part equals a functional of the density alone
for j in range(3, 8):
    d = 0.002 * r[j]
    lo, mid, hi = [q * root_density(q) for q in (r[j] - d, r[j], r[j] + d)]
    bohm = -0.5 * (hi - 2 * mid + lo) / (d**2 * mid)
    exact = (tl_ks[j] - tp_ks[j]) / rho_ks[j]
    assert abs(bohm - exact) < 2e-3 * (1 + abs(exact))

nodes = np.arange(len(r)) >= nt
win = nodes & (r > 0.02) & (r < 5)
outer = nodes & (r > 0.2) & (r < 5)


def variation(f, m):
    return np.sum(abs(np.diff(f[m])))


def extrema(f, m):
    s = np.sign(np.diff(f[m]))
    return int(np.sum(s[1:] * s[:-1] < 0))


def rms(f, m):
    return np.sqrt(np.mean(f[m]**2))


print(f"B: s exponents {s_exp[0]:.2f} to {s_exp[-1]:.2f} bohr^-2, ratio 3")
print(f"B: p exponents {p_exp[0]:.2f} to {p_exp[-1]:.2f} bohr^-2, ratio 5")
print(f"B: Hartree-Fock energy {mf.e_tot:.6f} hartree")
print(f"B: full-CI energy {e_fci:.6f} hartree")
print(f"B: ionisation energy {ion:.6f} hartree = {ion * EV:.4f} eV")
print(f"B: generalised Fock minus Dyson matrix, max {fock_err:.1e} hartree")
print(f"B: iterations {cycle}, last weighted update {update:.1e} hartree")
print(f"B: KS energies 1s {eps[0]:.5f}, 2s {eps[1]:.5f},"
      f" 2p {e_2p:.5f} hartree")
print(f"B: integrated density mismatch {mismatch:.5f} electrons")
print("B: columns r/bohr; then hartree: v_xc, v_hole, ebar_KS-ebar_WF,")
print("B:   Pauli WF-KS, direct inversion, residual KS, residual WF")
for j in range(nt):
    print(f"B: {r[j]:.4f} {v_xc[j]:.4f} {v_hole[j]:.4f}"
          f" {ebar_ks[j] - ebar_wf[j]:.4f}"
          f" {tp_wf[j] / rho_wf[j] - pauli_ks[j]:.4f}"
          f" {v_dir[j]:.4f} {res_ks[j]:.4f} {res_wf[j]:.4f}")
print(f"B: v_xc at r=1 bohr {v_xc[6] * EV:.3f} eV")
print(f"B: r*direct inversion at first radius {r[0] * v_dir[0]:.4f}"
      " hartree bohr")
for name, m in (("0.02-5", win), ("0.2-5", outer)):
    print(f"B: {name} bohr, total variation: formula"
          f" {variation(v_xc, m):.3f}, direct {variation(v_dir, m):.3f} hartree")
    print(f"B: {name} bohr, extrema: formula {extrema(v_xc, m)},"
          f" direct {extrema(v_dir, m)}")
    print(f"B: {name} bohr, rms residual KS {rms(res_ks, m):.4f},"
          f" KS-WF {rms(res_ks - res_wf, m):.4f} hartree")
assert abs(v_xc[0]) < 10 and abs(r[0] * v_dir[0] - Z) < 0.1
assert variation(v_dir, win) > 3 * variation(v_xc, win)
assert extrema(v_dir, win) > extrema(v_xc, win)
assert rms(res_ks - res_wf, win) < 0.3 * rms(res_ks, win)
print("verified")
```

Output:

```
A: trap frequency 0.15 hartree/hbar, softening 1.5 bohr
A: grid points 71, spacing 0.42 bohr
A: pair energy 0.533634 hartree
A: HOMO energy set to E2-E1 = 0.458634 hartree
A: density error of Newton inversion 4.6e-12 electrons
A: x=0.00 bohr: v_xc inversion -0.342974, formula -0.342974 hartree
A: x=2.10 bohr: v_xc inversion -0.472824, formula -0.472824 hartree
A: x=4.20 bohr: v_xc inversion -0.402909, formula -0.402909 hartree
A: x=6.30 bohr: v_xc inversion -0.247189, formula -0.247189 hartree
A: max deviation, full formula 4.6e-07 hartree
A: max deviation without Pauli terms 2.7e-02 hartree
A: max deviation without ebar terms 7.9e-02 hartree
B: s exponents 0.04 to 787.32 bohr^-2, ratio 3
B: p exponents 0.06 to 1.50 bohr^-2, ratio 5
B: Hartree-Fock energy -14.570838 hartree
B: full-CI energy -14.635123 hartree
B: ionisation energy 0.338096 hartree = 9.2001 eV
B: generalised Fock minus Dyson matrix, max 1.5e-07 hartree
B: iterations 4000, last weighted update 5.1e-08 hartree
B: KS energies 1s -4.33878, 2s -0.33818, 2p -0.20178 hartree
B: integrated density mismatch 0.04569 electrons
B: columns r/bohr; then hartree: v_xc, v_hole, ebar_KS-ebar_WF,
B:   Pauli WF-KS, direct inversion, residual KS, residual WF
B: 0.0001 -3.4431 -3.9424 0.4988 0.0005 39701.3706 -39704.8137 -39704.5018
B: 0.0100 -3.4389 -3.9379 0.4985 0.0005 123.0028 -126.4416 -126.1850
B: 0.0500 -3.3487 -3.8449 0.4942 0.0020 0.5957 -3.9445 -4.0172
B: 0.1000 -3.1376 -3.6254 0.4836 0.0043 -3.8983 0.7607 0.7978
B: 0.3000 -2.1580 -2.5850 0.4228 0.0042 -2.0867 -0.0713 -0.0510
B: 0.5000 -1.5108 -1.8599 0.3686 -0.0195 -1.5022 -0.0086 -0.0434
B: 1.0000 -0.5100 -0.8110 0.2477 0.0533 -0.4481 -0.0619 -0.0994
B: 2.0000 -0.4367 -0.4879 0.0285 0.0228 -0.4298 -0.0068 0.0106
B: 4.0000 -0.2619 -0.2823 0.0150 0.0054 -0.2667 0.0048 -0.0002
B: 6.0000 -0.1578 -0.1920 0.0275 0.0068 -0.1463 -0.0114 0.0389
B: v_xc at r=1 bohr -13.878 eV
B: r*direct inversion at first radius 3.9701 hartree bohr
B: 0.02-5 bohr, total variation: formula 3.336, direct 45.615 hartree
B: 0.02-5 bohr, extrema: formula 2, direct 7
B: 0.02-5 bohr, rms residual KS 5.7611, KS-WF 0.0376 hartree
B: 0.2-5 bohr, total variation: formula 2.468, direct 2.383 hartree
B: 0.2-5 bohr, extrema: formula 2, direct 3
B: 0.2-5 bohr, rms residual KS 0.0473, KS-WF 0.0325 hartree
verified
```
